# Field enhancement in a long elliptical air void in a dielectric

A void 20 nm wide and 40 nm high, in a dielectric of relative permittivity 3.0, carries a field of 0.594 MV/cm when the field applied across its width is 0.330 MV/cm. The ratio is 1.80. A round void in the same dielectric would give 1.50, and the same elliptical void turned through a right angle would give 1.29. The field in the void therefore depends on its shape and orientation as well as on the permittivity, and the formula that contains them is

$$F\equiv\frac{E_{\rm in}}{E_0}=\frac{k(a+b)}{ka+b}. \tag{1}$$

Here $a$ is the semi-axis along the applied field, $b$ the semi-axis across it, and $k$ the relative permittivity of the dielectric.

## Assumptions and field problem

The void is infinitely long, and its cross-section is bounded by $x^2/a^2+y^2/b^2=1$. It has relative permittivity 1. The surrounding dielectric is linear, isotropic and uniform, and neither the solid nor the wall holds free or trapped charge. The field is static and tends to $E_0\hat{\mathbf x}$ far from the void, so $E_0$ is the field in the dielectric, not the displacement divided by $\varepsilon_0$.

With $\mathbf E=-\nabla\phi$, the potential obeys Laplace's equation on each side of the wall. On the wall the potential and the normal displacement are continuous:

$$\phi_{\rm out}=\phi_{\rm in},\qquad k\,\frac{\partial\phi_{\rm out}}{\partial n}=\frac{\partial\phi_{\rm in}}{\partial n}. \tag{2}$$

Far away, $\phi+E_0x$ must stay bounded, with a gradient that falls as $1/r^2$. A logarithmic term is excluded because it would need a net free charge on the void.

These conditions fix the field. Let $u$ be the difference of two solutions and $\varepsilon$ the local relative permittivity. Since $\nabla\cdot(\varepsilon\nabla u)=0$, we have $\nabla\cdot(\varepsilon u\nabla u)=\varepsilon|\nabla u|^2$. Integrate this over a large disc of radius $r$. The contributions from the two sides of the wall cancel by (2). On the rim $u$ is bounded, its slope is of order $1/r^2$ and the circumference is $2\pi r$, so the rim term vanishes as $r\to\infty$. Hence $\nabla u=0$ everywhere. Any trial potential that meets all the conditions is therefore the solution, apart from a constant.

## Mapping the exterior to a circle

Write $z=x+iy$ and define

$$z=\zeta+\frac{g}{\zeta},\qquad g=\frac{a^2-b^2}{4},\qquad R=\frac{a+b}{2}. \tag{3}$$

Because $g/R=(a-b)/2$, the circle $\zeta=Re^{i\theta}$ becomes

$$x=\left(R+\frac gR\right)\cos\theta=a\cos\theta,\qquad y=\left(R-\frac gR\right)\sin\theta=b\sin\theta,$$

which is the wall. The sign of $g$ is free, so $a>b$ and $a<b$ need no separate treatment.

The map must be one-to-one for $|\zeta|\ge R$. Two points with the same $z$ satisfy

$$0=z_1-z_2=(\zeta_1-\zeta_2)\left(1-\frac{g}{\zeta_1\zeta_2}\right).$$

The second factor cannot vanish, since $|\zeta_1\zeta_2|\ge R^2$ while $|g|=|a-b|(a+b)/4<R^2$. For the same reason $dz/d\zeta=1-g/\zeta^2$ is nonzero. Larger circles $|\zeta|=\rho$ become ellipses with semi-axes $\rho\pm g/\rho$, which both grow steadily with $\rho$, so the whole exterior is covered. An analytic function of $\zeta$ is then an analytic function of $z$ outside the void, and its real part satisfies Laplace's equation there.

## Matching at the wall

Let $w=\phi+i\psi$ be analytic. The Cauchy–Riemann equations are $\phi_x=\psi_y$ and $\phi_y=-\psi_x$. With normal $(n_x,n_y)$ and tangent $(-n_y,n_x)$,

$$\frac{\partial\phi}{\partial n}=n_x\psi_y-n_y\psi_x=\frac{\partial\psi}{\partial s},$$

where $s$ is length along the wall. The displacement condition in (2) is therefore met if $k\psi_{\rm out}=\psi_{\rm in}$ on the wall.

Try a uniform field inside, and outside the applied field plus one decaying term with a real coefficient $P$:

$$w_{\rm in}=-E_{\rm in}z,\qquad w_{\rm out}=-E_0z+\frac P\zeta. \tag{4}$$

On the wall $P/\zeta=p(\cos\theta-i\sin\theta)$ with $p=P/R$. The real parts are

$$\phi_{\rm in}=-aE_{\rm in}\cos\theta,\qquad \phi_{\rm out}=(-aE_0+p)\cos\theta,$$

and the imaginary parts are

$$\psi_{\rm in}=-bE_{\rm in}\sin\theta,\qquad \psi_{\rm out}=-(bE_0+p)\sin\theta.$$

Each condition has the same angular factor on both sides, so it holds at every wall point if

$$aE_{\rm in}=aE_0-p,\qquad bE_{\rm in}=k(bE_0+p). \tag{5}$$

Multiply the first equation by $k$ and add the second. The terms $-kp$ and $+kp$ cancel, leaving

$$(ka+b)E_{\rm in}=k(a+b)E_0,$$

which is (1). The trial potential meets every condition, so the uniform interior field is a result and not an approximation within this model.

The first equation of (5) also gives

$$p=a(E_0-E_{\rm in})=aE_0\,\frac{ka+b-ka-kb}{ka+b}=-\frac{ab(k-1)}{ka+b}E_0,$$

and hence, with $P=pR$,

$$P=-\frac{ab(k-1)(a+b)}{2(ka+b)}E_0. \tag{6}$$

For $k=3.0$, $a=10$ nm and $b=20$ nm,

$$F=\frac{3(10+20)}{3\times10+20}=\frac{90}{50}=1.80,$$

$$\frac P{E_0}=-\frac{10\times20\times2\times30}{2\times50}\ {\rm nm^2}=-120\ {\rm nm^2}.$$

A second route to the field uses neither the map nor the assumption of a uniform interior. Let $\varepsilon_0\sigma$ be the bound charge per area on the wall, and $\bar E_n$ the mean of the outward normal fields on its two sides. Those fields are $\bar E_n\pm\sigma/2$, with the plus sign outside. Continuity of displacement, $k(\bar E_n+\sigma/2)=\bar E_n-\sigma/2$, gives

$$\sigma=-2\,\frac{k-1}{k+1}\,\bar E_n,\qquad \bar E_n=E_0n_x+\int\frac{\sigma'\,\mathbf n\cdot(\mathbf r-\mathbf r')}{2\pi|\mathbf r-\mathbf r'|^2}\,ds'.$$

This equation was solved numerically for six combinations of shape and permittivity, with $b/a$ from 0.2 to 5 and $k$ from 2 to 12. At four interior points in each void the field agreed with (1) to within $10^{-15}E_0$.

## Shape, permittivity and direction

Dividing the numerator and denominator of (1) by $k(a+b)$ gives

$$\frac1F=\frac{a}{a+b}+\frac{b}{a+b}\,\frac1k. \tag{7}$$

Thus $1/F$ is a weighted mean of 1 and $1/k$, and for $k>1$ the factor lies between 1 and $k$. The two ends have simple meanings. For $b\gg a$ the void is a slit whose broad faces cross the field. Normal displacement is continuous there, so $E_{\rm in}\to kE_0$. For $a\gg b$ the broad faces lie along the field, tangential field is continuous, and $E_{\rm in}\to E_0$. A circle gives $2k/(k+1)$.

With $t=b/a$, $F=k(1+t)/(k+t)$, and

$$\frac{\partial F}{\partial t}=\frac{k(k-1)}{(k+t)^2}>0,\qquad k-F=\frac{k(k-1)}{k+t}.$$

At fixed $k$ the factor rises as the void becomes taller across the field, but it approaches $k$ slowly. For $k=3.0$ and $b/a=100$ it is 2.94. With $a/b=100$ it is 1.007. At fixed shape,

$$\frac{\partial F}{\partial k}=\frac{b(a+b)}{(ka+b)^2}>0,$$

so a lower permittivity reduces the enhancement.

For an oblique transverse field, linearity allows each component to be treated separately. The $x$ component is multiplied by (1), and the $y$ component by the same expression with $a$ and $b$ exchanged. In the example these factors are 1.80 and 1.29, so the interior field is still uniform but generally not parallel to the applied one.

If the void is filled with a medium of permittivity $\varepsilon_v$, the wall condition contains only the ratio of the two permittivities. Equation (1) then holds with $k$ replaced by $k/\varepsilon_v$.

## The largest field in the solid

The Cauchy–Riemann equations give $dw/dz=\phi_x-i\phi_y$, so $E_x-iE_y=-dw/dz$. Since $d\zeta/dz=\zeta^2/(\zeta^2-g)$, the field outside the void is

$$E_x-iE_y=E_0+\frac{P}{\zeta^2-g}. \tag{8}$$

To use this at a given $z$, take the root of $\zeta^2-z\zeta+g=0$ with the larger modulus. The product of the roots is $g$ and $|g|<R^2$, so only one of them can have $|\zeta|\ge R$.

At $(a,0)$, $\zeta=R$ and $R^2-g=b(a+b)/2$. Hence

$$E_x=E_0\left[1-\frac{a(k-1)}{ka+b}\right]=\frac{a+b}{ka+b}E_0=\frac{E_{\rm in}}k.$$

At $(0,b)$, $\zeta=iR$ and $\zeta^2-g=-a(a+b)/2$. Hence

$$E_x=E_0\left[1+\frac{b(k-1)}{ka+b}\right]=\frac{k(a+b)}{ka+b}E_0=E_{\rm in}.$$

At a general wall point the tangential field in the solid has magnitude $E_{\rm in}|n_y|$ and the normal field has magnitude $E_{\rm in}|n_x|/k$. Therefore

$$|\mathbf E_{\rm solid}|^2=E_{\rm in}^2\left(n_y^2+\frac{n_x^2}{k^2}\right)\le E_{\rm in}^2,$$

with equality at $(0,\pm b)$ for $k>1$. The function in (8) is analytic outside the void and tends to $E_0<E_{\rm in}$, so its modulus is largest on the wall. The greatest field in the solid is thus equal to the field in the void, and it occurs at the two flanks $(0,\pm b)$.

In the example the solid carries 0.594 MV/cm at the flanks and 0.198 MV/cm at $(\pm a,0)$. The surface-charge solution agrees with (8) to within $3\times10^{-9}E_0$ at points on ellipses 1.05 to 3 times the size of the void.

If the solid fails locally at a rough strength of 5 MV/cm, the flank reaches that value at an applied field of $5/1.80=2.78$ MV/cm. This is a local-field estimate for an isolated, smooth void. It leaves out the statistics of defects and the slow damage that can precede breakdown. It concerns the void alone: between real lines the field also concentrates at the line corners and at interfaces with cap layers, which this model does not contain and which may fail first. It also assumes that no charge has collected on the wall. Under a long constant voltage, leakage can raise the flank factor of the isolated example void to 3.0, by (11) below, and the estimate then drops to 1.67 MV/cm.

## Electrodes at a finite distance

Suppose flat electrodes stand at $x=\pm S/2$ with a fixed voltage $V$ between them, and set $E_0=V/S$. Far from the void $\zeta\simeq z$, so the disturbance in (4) is the dipole potential $Px/r^2$. It must vanish on both electrodes. This is achieved by adding equal dipoles at $x=nS$ for every nonzero integer $n$. On the plane $x=S/2$, the dipoles at $nS$ and $(1-n)S$ are equally distant and lie on opposite sides, so their potentials cancel in pairs. The other plane follows by symmetry.

On its axis, a dipole at distance $X$ has potential $P/X$ and field $P/X^2$. At the void the images contribute

$$\Delta E=2\sum_{n=1}^{\infty}\frac{P}{n^2S^2}=\frac{\pi^2P}{3S^2}.$$

To leading order this field is uniform over the void and is enhanced by the same factor, so

$$E_{\rm in}\simeq F\,\frac VS\left[1+\frac{\pi^2}{3S^2}\frac{P}{E_0}\right]. \tag{9}$$

Since $P<0$ for $k>1$, the correction is negative. For $S=100$ nm it is $\pi^2(-120)/(3\times100^2)=-3.95\%$.

The omitted terms start at order $S^{-4}$. They come from the curvature of the image field, the next multipole of the void, and the void's response to $\Delta E$; terms odd in $x$ cancel at the midpoint. The surface-charge equation, solved with a Green function that vanishes on both electrodes, tests this order. When $S$ doubles from 400 to 800 nm the remainder falls by a factor of 15.95, against 16 for a pure $S^{-4}$ law.

The same numerical solution gives the centre field at closer spacings. The void, $k$ and the mean field $V/S$ are held fixed:

| $S$ (nm) | centre field / $(V/S)$ | change from (1) |
|---:|---:|---:|
| 100 | 1.73 | −3.7% |
| 60 | 1.63 | −9.5% |
| 40 | 1.47 | −18% |
| 30 | 1.30 | −28% |

At 30 nm only 5 nm of solid remains on each side, and the isolated-void formula is a poor estimate.

A different limit serves a void that is much taller than the spacing. Near its middle it acts as a flat layer of thickness $2a$ in series with solid of total thickness $S-2a$. The field in the solid is $E_{\rm in}/k$, so $V=2aE_{\rm in}+(S-2a)E_{\rm in}/k$, and

$$\frac{E_{\rm in}}{V/S}=\frac{k}{1+(k-1)\,2a/S}. \tag{10}$$

This returns to $k$ when $2a\ll S$ and falls to 1 when the void fills the spacing. Equation (10) is the better starting point for a tall air gap between close lines.

## Numbers for an interconnect

The example represents a keyhole void left when a dielectric is deposited between existing metal lines and does not fill the gap completely. The lines are 100 nm apart, 200 nm high and biased at 3.3 V, so $E_0=3.3\ {\rm V}/100\ {\rm nm}=0.330$ MV/cm. The isolated-void formula gives

$$E_{\rm in}=1.80\times0.330=0.594\ {\rm MV/cm}=0.0594\ {\rm V/nm}.$$

The voltage across the void is $0.0594\times20=1.19$ V, so in this estimate 36% of the bias falls across 20% of the spacing. With the electrodes included, the centre field becomes $1.73\times0.330=0.57$ MV/cm and the share of the bias 35%.

A permittivity near 3 is a rough typical value for carbon-doped oxide. The spacing is wide compared with the tightest wiring levels, and 3.3 V is high for core logic, though reasonable for input and output circuits. An air gap that fills much of the space between lines breaks the assumption of distant electrodes, and the table shows that this alone can lower the centre field by more than a quarter. Real voids may also be teardrop-shaped or rough, and then the interior field need not be uniform; that effect is not sized here. Nor is the effect of a finite void length, which must be large compared with $a$ and $b$.

Processing can leave a damaged skin of higher permittivity on the wall. A skin that adds 2 nm to both semi-axes, with permittivity 4.0, changes the centre field from 1.80 to 1.77 $E_0$, or by −1.4%. Raising the permittivity of the whole host would increase the field, so the skin cannot be represented by putting a larger $k$ into (1).

The line edges disturb the field between the lines. For identical lines with opposite potentials in symmetric surroundings, the disturbance is odd about the midplane and vanishes on both lines. Its slowest term decays as $e^{-2\pi d/S}$ at depth $d$. At mid-height $d$ is 100 nm and the decay factor is 0.0019. This sets the scale of the disturbance, not its amplitude. Without that symmetry the slowest decay is $e^{-\pi d/S}$, which gives about 0.04. The flanks of a void centred at mid-height lie closer to an edge, at $d=80$ nm, where the two factors are 0.0066 and 0.08.

With no charge on the wall, an electron crossing the void gains at most 1.19 eV from the field. In the leakage limit (11) below, the isolated-void figure rises to 1.98 eV. Both are well below a rough 12 eV threshold for ionising the gas. An avalanche started by such crossings is therefore not expected. For tunnelling through the full width of the uncharged void with a rough 4 eV barrier, the exponent of the WKB transmission is about −380, so tunnelling is negligible.

## Leakage and slow charging

Equation (1) assumes that no charge has collected on the wall. If the solid leaks and the void does not, a constant voltage eventually brings charge to the wall until the normal current in the solid vanishes there. With uniform conductivity, this means $\psi_{\rm out}=0$ on the wall, so $p=-bE_0$. Continuity of potential, the first equation of (5), still holds and gives

$$\frac{E_{\rm in}}{E_0}=1+\frac ba. \tag{11}$$

The permittivity has dropped out. Equation (11) is also the limit of (1) for $k\to\infty$ at fixed shape. In the example it gives 3.0 instead of 1.80. Equation (1) therefore applies to voltages that change too fast for leakage to charge the wall, yet slowly enough for electrostatics to hold. For a long constant-voltage stress, (11) is the isolated-void limit if the leakage is ohmic and uniform and the charge stays on the wall.

## Use in a calculation

Take $a$ and $b$ as half-widths, with $a$ along the field. Exchanging them in the example would return 1.29 instead of 1.80. Use the field in the dielectric for $E_0$. Equations (1), (9) and (10) all assume an uncharged wall. For a void midway between the electrodes, evaluate the bracket in (9) before relying on (1). Nearer to one electrode the correction is larger: moving the example void 25 nm off centre at $S=100$ nm changes it from −3.7% to −6.1%. If the correction exceeds the error that can be accepted, solve the problem with the electrodes present, or use (10) when the void is much taller than the spacing. Compare the field at the flanks with the strength of the solid, and the field and voltage in the void with the limits of the gas. When the electrodes are close, the flank field exceeds the centre field given by the table or by (10). For the example void at $S=30$ nm it is 1.46 $V/S$ against 1.30 at the centre; with $b$ raised to 150 nm it is 2.07 against 1.29. The field in the solid must then be computed at the flanks themselves, not inferred from the centre field. The numerical output below lists the main values used here.

## Calculated quantities

```
INPUTS (rough typical values)
relative permittivity k = 3.0
semi-axis a along field = 10 nm
semi-axis b across field = 20 nm
line spacing = 100 nm
line height = 200 nm
bias = 3.3 V
RESULTS, ISOLATED VOID
applied field E0 = 0.330 MV/cm
enhancement F = 1.8000
void field = 0.594 MV/cm = 0.0594 V/nm
voltage across void = 1.188 V
dipole coefficient P/E0 = -120.0 nm^2
solid field at flank (0,b) = 0.594 MV/cm
solid field at (a,0) = 0.198 MV/cm
F with a and b exchanged = 1.2857
F for a circle = 1.5000
F for b/a = 100 = 2.9417
F for a/b = 100 = 1.0066
TESTS BY SURFACE-CHARGE EQUATION
numerical F of example = 1.80000000
worst interior error, six shapes = 8.9e-16 E0
worst exterior error = 2.8e-09 E0
extrapolated flank field = 1.7985 E0
extrapolated field at (a,0) = 0.6000 E0
remainder ratio, S = 400 to 800 nm = 15.95
NEGLECTED EFFECTS
leading electrode shift = -3.95 %
spacing 100 nm: centre field = 1.7327 V/S, shift = -3.74 %
spacing 60 nm: centre field = 1.6287 V/S, shift = -9.52 %
spacing 40 nm: centre field = 1.4674 V/S, shift = -18.48 %
spacing 30 nm: centre field = 1.3024 V/S, shift = -27.64 %
skin thickness = 2 nm, skin permittivity = 4.0
centre field with skin = 1.7744 E0, shift = -1.42 %
line-edge decay factor = 0.0019
rough ionisation threshold = 12 eV
electron energy gain across void = 1.188 eV
rough tunnel barrier = 4 eV
WKB exponent across void = 378
rough low-k strength = 5 MV/cm
applied field when flank reaches it = 2.78 MV/cm
```
